# Film Thickness from Two Adjacent Transmission Maxima

## Problem

A transparent oxide film of uniform thickness \(d\) lies on a thick glass plate. Light arrives from air at normal incidence. The transmission spectrum has maxima at the vacuum wavelengths \(\lambda_1=600\) nm and \(\lambda_2=500\) nm, with no other maximum between them. The film has the constant refractive index \(n=2.00\) and the glass has the constant index \(n_s=1.50\). Neither absorbs.

(a) Derive the condition for a transmission maximum.

(b) Find the interference order at 600 nm and the film thickness.

(c) Which thicknesses would be allowed if the two maxima were not known to be adjacent?

(d) Could the same two adjacent maxima arise if the substrate had a higher index than the film?

(e) How far does the thickness found from the peak spacing move if the film is dispersive, if it absorbs weakly, if the sample is tilted, or if the readings are slightly wrong?

## Solution

### (a) The condition for a maximum

The film is taken to be coherent with flat, parallel faces. The glass is so thick that light returning from its back face adds in intensity, not in amplitude. That face is left out at first.

For light going from medium \(a\) to medium \(b\) at normal incidence, the amplitude coefficients are

\[
r_{ab}=\frac{n_a-n_b}{n_a+n_b},\qquad t_{ab}=\frac{2n_a}{n_a+n_b}.
\]

Let 0, 1 and 2 denote air, film and glass. One crossing of the film gives the phase

\[
\delta=\frac{2\pi nd}{\lambda}.
\]

The wave that crosses once leaves with amplitude \(t_{01}t_{12}e^{i\delta}\). Each further round trip adds a reflection at the glass, a reflection at the air and two crossings, hence the factor \(r_{12}r_{10}e^{2i\delta}\). Since \(r_{10}=-r_{01}\), this factor is \(-p\,e^{2i\delta}\), with \(p=r_{01}r_{12}\). As \(|p|<1\), the geometric series converges:

\[
t=t_{01}t_{12}e^{i\delta}\sum_{j=0}^{\infty}\left(-p\,e^{2i\delta}\right)^j
=\frac{t_{01}t_{12}e^{i\delta}}{1+p\,e^{2i\delta}}.
\]

Intensity is proportional to the index times the squared field amplitude, so the transmission into the glass is \(T=n_s|t|^2\). The squared modulus of the denominator is

\[
(1+p\,e^{2i\delta})(1+p\,e^{-2i\delta})=1+p^2+2p\cos2\delta,
\]

and therefore

\[
T=\frac{n_s\,t_{01}^2t_{12}^2}{1+p^2+2p\cos 2\delta}.
\]

Here \(r_{01}=(1-2)/(1+2)=-0.3333\) and \(r_{12}=(2-1.5)/(2+1.5)=0.1429\), so \(p=-0.0476\). Because \(p\) is negative, the denominator is smallest when \(\cos2\delta=1\), that is, when \(2\delta=2\pi m\) with integer \(m\). Inserting \(\delta\) gives

\[
\frac{4\pi nd}{\lambda}=2\pi m
\quad\Longrightarrow\quad
2nd=m\lambda .
\]

The optical path of one round trip is then a whole number of wavelengths.

The height of the maximum follows from \(|t|=t_{01}t_{12}/(1+p)\). Its two parts are

\[
t_{01}t_{12}=\frac{4n}{(1+n)(n+n_s)},
\]

\[
1+p=\frac{(1+n)(n+n_s)+(1-n)(n-n_s)}{(1+n)(n+n_s)}
=\frac{2n(1+n_s)}{(1+n)(n+n_s)}.
\]

Their ratio is \(2/(1+n_s)\), so

\[
T_{\max}=\frac{4n_s}{(1+n_s)^2}=\frac{6}{6.25}=0.960.
\]

This is the transmission of a bare glass face: at a maximum the film has no effect on the transmitted intensity. Between the two maxima, the minimum lies at 545.45 nm with \(T=0.793\).

The back face of the glass does not move the maxima. Seen from the glass, the film has the same transmission \(T\): reversing the direction multiplies the amplitude product by \(n_s\), while the intensity prefactor changes from \(n_s\) to \(1/n_s\). Without absorption, its reflectance from that side is \(1-T\). If the back face reflects the fraction \(R_g\), adding the intensities of all round trips in the glass gives

\[
T_{\rm tot}=\frac{T(1-R_g)}{1-(1-T)R_g},\qquad
\frac{dT_{\rm tot}}{dT}=\frac{(1-R_g)^2}{[1-(1-T)R_g]^2}>0.
\]

The total rises whenever \(T\) rises, so both have their maxima at the same wavelengths. The heights do change: the maximum becomes 0.923 and the minimum 0.768.

### (b) Order and thickness

Let \(m\) be the order at \(\lambda_1\). With constant \(n\), the path \(2nd\) is the same at both wavelengths, and the shorter wavelength has the higher order. Adjacent maxima differ by one order:

\[
2nd=m\lambda_1=(m+1)\lambda_2 .
\]

Expanding the right side gives \(m\lambda_1=m\lambda_2+\lambda_2\), so

\[
m=\frac{\lambda_2}{\lambda_1-\lambda_2}=\frac{500}{600-500}=5 .
\]

The thickness is

\[
d=\frac{m\lambda_1}{2n}
=\frac{\lambda_1\lambda_2}{2n(\lambda_1-\lambda_2)}
=\frac{5\times600\ \text{nm}}{2\times2}
=750\ \text{nm}=0.750\ \mu\text{m}.
\]

The other peak gives the same value, \(6\times500/(2\times2)=750\) nm.

The integer order is a condition on the data, since two arbitrary wavelengths would generally give a fraction. A fraction larger than the reading error can explain shows that some assumption fails. An integer does not prove that all the assumptions hold.

As a test, the spectrum of a 750 nm film was calculated from the field boundary conditions, without using the path condition. Its maxima lie at 600.000 and 500.000 nm. The numerical output lists this and the other results.

### (c) Why adjacency matters

Suppose the orders differ by an unknown positive integer \(q\). Then

\[
m\lambda_1=(m+q)\lambda_2
\quad\Longrightarrow\quad
m=\frac{q\lambda_2}{\lambda_1-\lambda_2}=5q,
\qquad d=\frac{5q\lambda_1}{2n}=750\,q\ \text{nm}.
\]

The allowed thicknesses are 750, 1500, 2250, 3000 nm and so on. Between the two given peaks lie \(q-1\) others, so a 1500 nm film has one extra maximum and a 2250 nm film has two. A scan of calculated spectra in 1 nm steps of thickness up to 3000 nm found these four films, and 750 nm alone had no maximum in between. A spectrum sampled too coarsely to show an intermediate peak could therefore give half the true thickness or less.

### (d) A substrate of higher index

If \(n_s>n\), then \(r_{12}\) is negative and \(p=r_{01}r_{12}\) is positive. The denominator of \(T\) is now smallest when \(\cos2\delta=-1\), or \(2\delta=(2m+1)\pi\). The maxima obey

\[
2nd=\left(m+\tfrac12\right)\lambda .
\]

For adjacent maxima, \((m+\tfrac12)\lambda_1=(m+\tfrac32)\lambda_2\), which gives

\[
m+\tfrac12=\frac{\lambda_2}{\lambda_1-\lambda_2}.
\]

The data make the right side equal to 5, so \(m=4.5\), which is not an integer. Adjacent maxima at exactly 600 and 500 nm are thus impossible for this film on a lossless substrate of higher index.

The spacing formula itself survives, because the added half cancels when adjacent orders are subtracted. For a substrate index of 3.5, a 750 nm film has maxima at 666.67 and 545.45 nm, and

\[
d=\frac{666.67\times545.45}{2\times2\times(666.67-545.45)}\ \text{nm}=750\ \text{nm}.
\]

At 600 and 500 nm this film has minima. In the borderline case \(n_s=n\), \(r_{12}=0\), so \(p=0\) and the fringes vanish.

### (e) When the assumptions fail

In the comparisons of dispersion, absorption and tilt, the true thickness is held at 750 nm and one condition is changed at a time. The altered peaks are then read with the spacing formula and \(n=2\).

**Dispersion.** If the index is \(n_1\) at \(\lambda_1\) and \(n_2\) at \(\lambda_2\), the peak conditions are \(2n_1d/\lambda_1=m\) and \(2n_2d/\lambda_2=m+1\). They still mark the maxima, because \(T_{\max}\) does not depend on the film index. Subtraction gives

\[
2d\left(\frac{n_2}{\lambda_2}-\frac{n_1}{\lambda_1}\right)=1
\quad\Longrightarrow\quad
d=\frac{\lambda_1\lambda_2}{2(n_2\lambda_1-n_1\lambda_2)} .
\]

Take \(n(\lambda)=2+B(1/\lambda^2-1/\lambda_1^2)\) with \(\lambda_1=600\) nm and \(B=30000\ \text{nm}^2\). The peaks then lie at 600.00 and 508.21 nm, where the indices are 2.0000 and 2.0328. The constant-index formula gives

\[
d_{\rm app}=\frac{600.00\times508.21}{4\times91.79}\ \text{nm}\approx830\ \text{nm},
\]

which is 10.7 % above the true thickness, although the index changes by less than 2 % between the peaks. To see why, write \(\sigma=1/\lambda\) and divide the constant-index formula by the dispersive one:

\[
\frac{d_{\rm app}}{d}=\frac{1}{n}\,\frac{n_2\sigma_2-n_1\sigma_1}{\sigma_2-\sigma_1}.
\]

The second fraction is the mean slope of \(n\sigma\) between the peaks. The local slope is

\[
\frac{d(n\sigma)}{d\sigma}=n+\sigma\frac{dn}{d\sigma}=n-\lambda\frac{dn}{d\lambda}=n_g ,
\]

the group index. The fringe spacing therefore measures \(n_gd\), not \(nd\). Here \(n_g\approx2.214\) between the peaks, and \(2.214/2=1.107\) accounts for the error. The apparent order is 5.54, a clear warning. Rounding it to 6 would be wrong, since the true order at 600 nm is 5. The dispersive formula recovers 750 nm.

**Absorption.** Let the extinction coefficient be 0.002 at 500 nm, equivalent to an absorption coefficient of about 500 cm\(^{-1}\), and let the extinction coefficient grow exponentially with photon energy on a scale of 0.20 eV. The back face is again left out. The main effect of this band-edge tail is to multiply the spectrum by the single-pass factor \(e^{-\alpha d}\), with \(\alpha\) the absorption coefficient, which here rises with wavelength. At an old maximum the interference part has zero slope, so the product still rises there and its maximum lies at a longer wavelength. The peaks move to 600.30 and 501.91 nm. The second moves further, the spacing shrinks, and the apparent thickness becomes 765.5 nm, about 2 % too large. The single-pass factor alone would give 600.26 and 501.63 nm; the rest comes from the damping of the repeated round trips and from the now complex interface coefficients. The direction of the shift depends on the absorption spectrum. Free-carrier absorption in a doped oxide grows with wavelength and moves the peaks the other way: an extinction coefficient of 0.005 at 600 nm varying as \(\lambda^3\) puts them at 599.15 and 499.67 nm.

**Tilt.** At angle \(\theta_0\) in air and \(\theta\) in the film, the path difference between successive transmitted waves is

\[
\frac{2nd}{\cos\theta}-2d\tan\theta\sin\theta_0
=\frac{2nd(1-\sin^2\theta)}{\cos\theta}=2nd\cos\theta ,
\]

where \(\sin\theta_0=n\sin\theta\) was used. The spacing formula thus returns \(d\cos\theta\). For \(\theta_0=10^\circ\) and light polarized perpendicular to the plane of incidence, the peaks lie at 597.73 and 498.11 nm. The apparent thickness is 747.2 nm, an error of about 0.4 %.

**Reading errors.** If the peaks are misread as 599 and 501 nm, the small difference in the denominator amplifies the errors, and the formula gives 765.6 nm. The apparent order is 5.11. If dispersion is known to be negligible, it can be rounded to 5, and each peak then gives its own thickness: \(5\times599/4=748.75\) nm and \(6\times501/4=751.5\) nm. With the original peaks but an index taken as 1.95, the result is 769.2 nm, because \(d\) varies as \(1/n\).

**Comparison with a real film.** An index near 2 and a thickness of some hundreds of nanometres are roughly typical of sputtered zinc-oxide films on glass. The dispersion and absorption parameters above are rough illustrative choices, not fits to a measured film. Real oxide films are dispersive in the visible, and of the effects sized here dispersion moves the result most, by about 80 nm. Crystalline zinc oxide, with an index of about 2.00 at 600 nm and 2.05 at 500 nm, is more dispersive than this example and would give a shift nearer 110 nm. The value of 750 nm therefore belongs to the constant-index model. For a real film, \(n(\lambda)\) should be known accurately at both peaks before the spacing is turned into a thickness. In the dispersive example above, an error of 0.01 in the index at the shorter-wavelength peak alone changes the thickness by about 3 %. Surface roughness and thickness variation across the beam are not included in these estimates.

## Values computed for the example and the checks

```
Input maxima: 600 and 500 nm
Film index 2.00, glass index 1.50
Order at the longer wavelength: 5.000
Optical round-trip path 2nd: 3000.0 nm
Thickness: 750.00 nm = 0.750 um
Matrix peaks: 600.000 and 500.000 nm
Reflection amplitudes: -0.3333, 0.1429
Their product p: -0.04762
Film transmission at maxima: 0.9600
Bare glass face transmission: 0.9600
Minimum between: 545.45 nm, transmission 0.7934
With back face, at maximum: 0.9231
With back face, at minimum: 0.7680
Films up to 3000 nm with maxima at both wavelengths:
  750 nm, maxima in between: 0
  1500 nm, maxima in between: 1
  2250 nm, maxima in between: 2
  3000 nm, maxima in between: 3
Substrate index 3.5: maxima at 666.67 and 545.45 nm
  minima at 600.00 and 500.00 nm
  thickness from spacing: 750.00 nm
Dispersion: Cauchy coefficient 30000 nm^2
  peaks 600.00 and 508.21 nm
  index at peaks 2.0000 and 2.0328
  group index between peaks 2.2139
  apparent order 5.536
  constant-index thickness 830.5 nm
  relative error 10.7 %
  dispersion-corrected thickness 750.00 nm
Absorption tail: k(500 nm) 0.002, energy 0.20 eV
  absorption coefficient at 500 nm 503 cm^-1
  peaks 600.30 and 501.91 nm
  apparent thickness 765.5 nm
Tilt 10 deg: peaks 597.73, 498.11 nm
  apparent thickness 747.17 nm
Misread peaks: 599 and 501 nm
  order 5.112, rounded 5
  thickness from spacing 765.56 nm
  from fixed orders 748.75 and 751.50 nm
Index taken as 1.95: thickness 769.2 nm
```
